# The Bell-Evans-Polanyi Slope and Hammond Postulate from Two Crossing Curves: verification in Python

```python
"""Bell-Evans-Polanyi relation and Hammond postulate from two diabatic curves.

Result under test: if the product curve VP(x) + shift moves rigidly, the
crossing xc with the reactant curve VR(x) obeys
    d(barrier)/d(shift) = alpha = gR / (gR - gP),
    d(xc)/d(shift)      = 1 / (gR - gP) > 0,
where gR, gP are the gradients of VR, VP at xc. With a constant coupling W
the same ratio, taken at the true saddle, is the product weight there.
VR has its minimum (zero) at x = 0 and VP its minimum (zero) at x = d.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

EV = physical_constants["Hartree energy in eV"][0]
DEPTH_R, DEPTH_P = 0.16, 0.20      # Morse depths, hartree
RANGE_R, RANGE_P = 1.0, 1.1        # Morse range parameters, 1/bohr
DIST = 1.2                         # distance between minima, bohr
W = 0.01                           # electronic coupling, hartree


def morse_pair(d):
    def react(x):
        return DEPTH_R * (1 - np.exp(-RANGE_R * x))**2

    def prod(x):
        return DEPTH_P * (1 - np.exp(-RANGE_P * (d - x)))**2
    return react, prod


def parabola_pair(kr, kp, d):
    return (lambda x: 0.5 * kr * x**2), (lambda x: 0.5 * kp * (x - d)**2)


def grad(f, x, h=1e-5):
    return (f(x + h) - f(x - h)) / (2 * h)


def curv(f, x, h=1e-3):
    return (f(x + h) - 2 * f(x) + f(x - h)) / h**2


def crossing(pair, d, shift):
    react, prod = pair
    return brentq(lambda x: react(x) - prod(x) - shift, 0, d, xtol=1e-14)


def barrier(pair, d, shift):
    return pair[0](crossing(pair, d, shift))


def alpha_formula(pair, x):
    gr, gp = grad(pair[0], x), grad(pair[1], x)
    return gr / (gr - gp)


def kappa_formula(pair, x):
    gr, gp = grad(pair[0], x), grad(pair[1], x)
    kr, kp = curv(pair[0], x), curv(pair[1], x)
    return (gr * kp - gp * kr) / (gr - gp)**3


def kappa_numeric(pair, d, shift, h=5e-4):
    return curv(lambda s: barrier(pair, d, s), shift, h)


pair = morse_pair(DIST)
VR, VP = pair
print(f"Morse depths R, P: {DEPTH_R:.2f}, {DEPTH_P:.2f} hartree")
print(f"Morse ranges R, P: {RANGE_R:.1f}, {RANGE_P:.1f} 1/bohr")
print(f"distance of minima d: {DIST:.1f} bohr; coupling W: {W:.2f} hartree")

# Monotonic curves between the minima, hence a single crossing
grid = np.linspace(0, DIST, 400)
assert np.all(np.diff(VR(grid)) > 0) and np.all(np.diff(VP(grid)) < 0)
low, high = -VP(0.0), VR(DIST)
print(f"allowed shift range: {low:.4f} to {high:.4f} hartree")

# Slopes against finite differences of numerically located crossings
step = 1e-4
shifts = (-0.02, 0.0, 0.02)
xs, alphas, barriers = [], [], []
for s in shifts:
    x = crossing(pair, DIST, s)
    gr, gp = grad(VR, x), grad(VP, x)
    a, kap = alpha_formula(pair, x), kappa_formula(pair, x)
    xp, xm = crossing(pair, DIST, s + step), crossing(pair, DIST, s - step)
    assert abs((VR(xp) - VR(xm)) / (2 * step) - a) < 1e-6
    assert abs((VP(xp) - VP(xm)) / (2 * step) - (a - 1)) < 1e-6
    assert abs((xp - xm) / (2 * step) - 1 / (gr - gp)) < 1e-4
    assert abs(kappa_numeric(pair, DIST, s) - kap) < 2e-3
    xs.append(x)
    alphas.append(a)
    barriers.append(VR(x))
    print(f"shift {s:+.2f} hartree: xc = {x:.4f} bohr, Ea = {VR(x):.5f} hartree")
    print(f"  gR = {gr:.5f}, gP = {gp:.5f} hartree/bohr, alpha = {a:.4f}")
    print(f"  dxc/dshift = {1/(gr-gp):.3f} bohr/hartree, kappa = {kap:.3f} 1/hartree")
assert xs[0] < xs[1] < xs[2] and alphas[0] < alphas[1] < alphas[2]
print(f"barrier at zero shift: {barriers[1]*EV:.3f} eV")
print(f"fractional position xc/d at zero shift: {xs[1]/DIST:.4f}")
assert abs(xs[1] / DIST - alphas[1]) > 0.05

# Linear law and its leading error
kappa0 = kappa_formula(pair, xs[1])
for i in (0, 2):
    s = shifts[i]
    linear = barriers[1] + alphas[1] * s
    error, quad = barriers[i] - linear, 0.5 * kappa0 * s**2
    assert abs(error - quad) < 0.5 * abs(error)
    print(f"linear law at {s:+.2f}: {linear:.5f} hartree")
    print(f"  true minus linear: {error:.2e}, kappa term: {quad:.2e} hartree")

# Same force constants but parabolas: a much more curved barrier law
kR, kP = curv(VR, 0.0), curv(VP, DIST)
par = parabola_pair(kR, kP, DIST)
kappa_par = kappa_numeric(par, DIST, 0.0)
assert abs(kappa_par - kappa_formula(par, crossing(par, DIST, 0.0))) < 2e-3
assert abs(kappa0) < 0.5 * kappa_par
print(f"force constants at minima R, P: {kR:.3f}, {kP:.3f} hartree/bohr^2")
xc0 = xs[1]
print(f"Morse curvatures at xc: {curv(VR,xc0):.4f}, {curv(VP,xc0):.4f} hartree/bohr^2")
print(f"kappa for parabolas, zero shift: {kappa_par:.3f} 1/hartree")

# Wide pair: concave at the crossing, so alpha falls while xc grows
WIDE = 2.0
wide = morse_pair(WIDE)
xw = [crossing(wide, WIDE, s) for s in (-0.01, 0.01)]
aw = [alpha_formula(wide, x) for x in xw]
x_mid = crossing(wide, WIDE, 0.0)
assert curv(wide[0], x_mid) < 0 and curv(wide[1], x_mid) < 0
assert xw[1] > xw[0] and aw[1] < aw[0] and kappa_numeric(wide, WIDE, 0.0) < 0
print(f"wide pair, d = {WIDE:.1f} bohr, shifts -0.01 and +0.01 hartree:")
print(f"  xc = {xw[0]:.4f}, {xw[1]:.4f} bohr; alpha = {aw[0]:.4f}, {aw[1]:.4f}")

# Nearly barrierless and nearly reverse-barrierless limits
edge = 1e-4
x_early = crossing(pair, DIST, low + edge)
x_late = crossing(pair, DIST, high - edge)
x_est = np.sqrt(2 * VR(x_early) / kR)
assert abs(x_early / x_est - 1) < 2e-3
assert alpha_formula(pair, x_early) < 0.01
assert alpha_formula(pair, x_late) > 0.98
print(f"{edge:.0e} hartree above lower limit: Ea = {VR(x_early):.2e} hartree")
print(f"  xc = {x_early:.6f}, sqrt estimate = {x_est:.6f} bohr")
print(f"  alpha = {alpha_formula(pair, x_early):.4f}")
print(f"{edge:.0e} hartree below upper limit: alpha = {alpha_formula(pair, x_late):.4f}")

# Equal parabolas: closed form and alpha equal to fractional position
equal = parabola_pair(kR, kR, DIST)
lam = 0.5 * kR * DIST**2
for s in (-0.05, 0.0, 0.07):
    x = crossing(equal, DIST, s)
    assert abs(equal[0](x) - (lam + s)**2 / (4 * lam)) < 1e-10
    slope = grad(lambda t: barrier(equal, DIST, t), s, step)
    assert abs(slope - x / DIST) < 1e-6
print(f"equal parabolas: lambda = {lam:.4f}, Ea(0) = {barrier(equal,DIST,0.0):.4f} hartree")

# Non-rigid changes VP + eps*u(x), with u(x) = 1 + c*(d - x)
for c in (4.0, -4.0):
    def u(x):
        return 1 + c * (DIST - x)

    def energies(eps):
        def changed(x):
            return VP(x) + eps * u(x)
        e_min = minimize_scalar(changed, bounds=(0.9, 1.5), method="bounded",
                                options={"xatol": 1e-10}).fun
        return np.array([barrier((VR, changed), DIST, 0.0), e_min])

    diff = energies(step) - energies(-step)
    predicted = alphas[1] * u(xs[1]) / u(DIST)
    assert abs(diff[0] / diff[1] - predicted) < 1e-4
    assert predicted > 1 if c > 0 else predicted < 0
    print(f"non-rigid change, c = {c:+.0f} 1/bohr: slope = {predicted:.4f}")


# Coupled curves: stationary points of the lower eigenvalue
def lower_state(x, shift):
    matrix = np.array([[VR(x), W], [W, VP(x) + shift]])
    values, vectors = np.linalg.eigh(matrix)
    return values[0], vectors[1, 0]**2


def stationary(shift):
    """Position, energy, product weight at reactant, saddle, product."""
    rows = []
    for sign, lo, hi in ((1, -0.3, 0.35), (-1, 0.3, 0.95), (1, 0.9, 1.5)):
        x = minimize_scalar(lambda q: sign * lower_state(q, shift)[0],
                            bounds=(lo, hi), method="bounded",
                            options={"xatol": 1e-10}).x
        assert lo + 0.01 < x < hi - 0.01
        rows.append((x, *lower_state(x, shift)))
    return np.array(rows)


h = 2e-4
mid, plus, minus = stationary(0.0), stationary(h), stationary(-h)
x_ts, e_ts, w_ts = mid[1]
w_r, w_p = mid[0, 2], mid[2, 2]
assert abs(w_ts - alpha_formula(pair, x_ts)) < 1e-6
change = (plus[:, 1] - minus[:, 1]) / (2 * h)
assert np.max(np.abs(change - mid[:, 2])) < 1e-5
exact_slope = (change[1] - change[0]) / (change[2] - change[0])
weight_slope = (w_ts - w_r) / (w_p - w_r)
assert abs(exact_slope - weight_slope) < 3e-5
gr, gp = grad(VR, x_ts), grad(VP, x_ts)
S = np.sqrt((VR(x_ts) - VP(x_ts))**2 + 4 * W**2)
dw_dx = 2 * W**2 * (gr - gp) / S**3
e_curv = (1 - w_ts) * curv(VR, x_ts) + w_ts * curv(VP, x_ts) - dw_dx * (gr - gp)
dx_ts = -dw_dx / e_curv
assert e_curv < 0 and dx_ts > 0
assert abs((plus[1, 0] - minus[1, 0]) / (2 * h) / dx_ts - 1) < 2e-3
print("coupled curves at zero shift:")
print(f"  saddle x = {x_ts:.4f} bohr, gR = {gr:.5f}, gP = {gp:.5f} hartree/bohr")
print(f"  barrier = {e_ts-mid[0,1]:.5f} hartree = {(e_ts-mid[0,1])*EV:.3f} eV")
print(f"  reaction energy = {mid[2,1]-mid[0,1]:.5f} hartree")
print(f"  product weights: reactant {w_r:.4f}, saddle {w_ts:.4f}, product {w_p:.4f}")
print(f"  slope of barrier against reaction energy = {weight_slope:.4f}")
print(f"  curvature at saddle = {e_curv:.4f} hartree/bohr^2")
print(f"  saddle shift dx/dshift = {dx_ts:.3f} bohr/hartree")
print("OK")
```

Running it gives:

```
Morse depths R, P: 0.16, 0.20 hartree
Morse ranges R, P: 1.0, 1.1 1/bohr
distance of minima d: 1.2 bohr; coupling W: 0.01 hartree
allowed shift range: -0.1074 to 0.0781 hartree
shift -0.02 hartree: xc = 0.5688 bohr, Ea = 0.03011 hartree
  gR = 0.07860, gP = -0.11000 hartree/bohr, alpha = 0.4168
  dxc/dshift = 5.302 bohr/hartree, kappa = 0.390 1/hartree
shift +0.00 hartree: xc = 0.6747 bohr, Ea = 0.03852 hartree
  gR = 0.07997, gP = -0.10836 hartree/bohr, alpha = 0.4246
  dxc/dshift = 5.310 bohr/hartree, kappa = 0.447 1/hartree
shift +0.02 hartree: xc = 0.7824 bohr, Ea = 0.04713 hartree
  gR = 0.07942, gP = -0.10237 hartree/bohr, alpha = 0.4369
  dxc/dshift = 5.501 bohr/hartree, kappa = 0.852 1/hartree
barrier at zero shift: 1.048 eV
fractional position xc/d at zero shift: 0.5622
linear law at -0.02: 0.03003 hartree
  true minus linear: 8.08e-05, kappa term: 8.93e-05 hartree
linear law at +0.02: 0.04702 hartree
  true minus linear: 1.09e-04, kappa term: 8.93e-05 hartree
force constants at minima R, P: 0.320, 0.484 hartree/bohr^2
Morse curvatures at xc: 0.0030, 0.0332 hartree/bohr^2
kappa for parabolas, zero shift: 1.765 1/hartree
wide pair, d = 2.0 bohr, shifts -0.01 and +0.01 hartree:
  xc = 1.0872, 1.2021 bohr; alpha = 0.4118, 0.3863
1e-04 hartree above lower limit: Ea = 2.14e-07 hartree
  xc = 0.001158, sqrt estimate = 0.001157 bohr
  alpha = 0.0043
1e-04 hartree below upper limit: alpha = 0.9895
equal parabolas: lambda = 0.2304, Ea(0) = 0.0576 hartree
non-rigid change, c = +4 1/bohr: slope = 1.3169
non-rigid change, c = -4 1/bohr: slope = -0.4676
coupled curves at zero shift:
  saddle x = 0.6582 bohr, gR = 0.07990, gP = -0.10885 hartree/bohr
  barrier = 0.02956 hartree = 0.804 eV
  reaction energy = -0.00034 hartree
  product weights: reactant 0.0085, saddle 0.4233, product 0.9843
  slope of barrier against reaction energy = 0.4251
  curvature at saddle = -0.8445 hartree/bohr^2
  saddle shift dx/dshift = 5.392 bohr/hartree
OK
```
